**Marker shifts for vacancy diffusion and direct exchange**

The program tests the marker velocity $v=(D_A-D_B)\,\partial N/\partial x$, where $N$ is the atomic fraction of A and $D_A$, $D_B$ are the intrinsic diffusivities. A master equation on eight lattice sites asserts that equal jump rates give no net vacancy transfer while A and B mix, and that a faster A gives a positive transfer to the side it leaves. It also asserts how the early transfer of A changes with the number of vacancies for each mechanism. For a brass–copper couple with rough diffusivities, a simulation that follows lattice cells is asserted to agree with the similarity solution of Darken's equations; both give a shift of about −45 µm, towards the brass. With equal diffusivities the shift is zero, and the composition profile changes by at most 0.27 at.%. A further case asserts that a marker at the joint can rest while markers on both sides move. The output also sizes neglected effects, of which unequal atomic volume is the largest, at about −13 µm.

## Program and output

```python
"""Result under test: inert markers in a diffusion couple stay at rest when
atoms move by vacancy jumps with equal intrinsic diffusivities D_A = D_B, just
as they do for direct exchange. In general the marker velocity is
v = (D_A - D_B) dN_A/dx.
N: atomic fraction of A (zinc), A-rich side on the left; D_A, D_B: intrinsic
diffusivities; D_int = (1-N) D_A + N D_B: interdiffusivity; x_K: marker shift.
Internal units of the couple: micrometre and second."""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.integrate import solve_bvp
from scipy.optimize import brentq
from scipy.sparse import csc_matrix
from scipy.sparse.linalg import expm_multiply
from scipy.special import erfc

# ---------- exact master equation on a lattice of 4 planes x 2 sites ----------
SITES = 8
BONDS = [(i, i + 2) for i in range(6)] + [(i, i + 1) for i in range(0, 8, 2)]


def lattice_transfer(n_vac, hop_a, hop_b, swap, time):
    """Mean change of the numbers of A, B and vacancies V in the left half.

    Start: A on the left, B on the right, vacancies placed at random.
    hop_a, hop_b: atom-vacancy jump rates; swap: direct A-B exchange rate."""
    hop = {"A": hop_a, "B": hop_b}
    states = []
    for vac in combinations(range(SITES), n_vac):
        states.append("".join("V" if i in vac else "A" if i < 4 else "B"
                              for i in range(SITES)))
    n_start = len(states)
    index = {s: k for k, s in enumerate(states)}
    rows, cols, vals = [], [], []
    k = 0
    while k < len(states):
        state = states[k]
        for i, j in BONDS:
            p, q = state[i], state[j]
            if p == q:
                continue
            if p == "V" or q == "V":
                rate = hop[q if p == "V" else p]
            else:
                rate = swap
            if rate == 0:
                continue
            new = state[:i] + q + state[i + 1:j] + p + state[j + 1:]
            if new not in index:
                index[new] = len(states)
                states.append(new)
            rows += [index[new], k]
            cols += [k, k]
            vals += [rate, -rate]
        k += 1
    size = len(states)
    generator = csc_matrix((np.array(vals, float), (rows, cols)),
                           shape=(size, size))
    start = np.zeros(size)
    start[:n_start] = 1 / n_start
    final = expm_multiply(generator * time, start)
    assert abs(final.sum() - 1) < 1e-10
    return {s: float(np.dot([x[:4].count(s) for x in states], final - start))
            for s in "ABV"}


equal_jumps = lattice_transfer(1, 1.0, 1.0, 0.0, 5.0)
unequal_jumps = lattice_transfer(1, 2.5, 1.0, 0.0, 5.0)
assert abs(equal_jumps["V"]) < 1e-9
assert equal_jumps["A"] < -0.1 and equal_jumps["B"] > 0.1
assert unequal_jumps["V"] > 0.01

# Early net vacancy transfer: two bonds cross the middle plane, and each is
# an atom-vacancy pair of given orientation with probability 1/8.
t_early = 0.001
early_unequal = lattice_transfer(1, 2.5, 1.0, 0.0, t_early)["V"]
assert abs(early_unequal / (2 * (2.5 - 1.0) / 8 * t_early) - 1) < 0.02

# Effect of doubling the vacancy content on each mechanism.
vac_gain = (lattice_transfer(2, 1.0, 1.0, 0.0, t_early)["A"]
            / lattice_transfer(1, 1.0, 1.0, 0.0, t_early)["A"])
swap_gain = (lattice_transfer(2, 0.0, 0.0, 1.0, t_early)["A"]
             / lattice_transfer(1, 0.0, 0.0, 1.0, t_early)["A"])
assert abs(vac_gain - 12 / 7) < 0.02    # pair counting, 8 sites
assert abs(swap_gain - 5 / 7) < 0.02    # fewer atom pairs, no enhancement

# ---------- couple followed cell by cell in the lattice frame ----------
HALF, CELL, STEP = 4000.0, 20.0, 60.0
N_CELLS = int(2 * HALF / CELL)
MID = N_CELLS // 2 - 1                    # face that was the initial interface
anneal = 100 * constants.hour


def follow_lattice(d_a, d_b, n_left, n_right, vol_a=1.0):
    """Return cell centres, profile N and the shifts of all cell faces.

    Cells gain and lose atoms by the intrinsic fluxes; their widths follow
    from the atoms they hold (volume of B = 1), so faces act as markers."""
    frac = np.where(np.arange(N_CELLS) <= MID, n_left, n_right)
    atoms = CELL / (frac * vol_a + 1 - frac)
    a, b = frac * atoms, (1 - frac) * atoms
    for _ in range(int(round(anneal / STEP))):
        width = a * vol_a + b
        total = a + b
        frac = a / total
        face_n = 0.5 * (frac[1:] + frac[:-1])
        density = (total[1:] + total[:-1]) / (width[1:] + width[:-1])
        slope = 2 * np.diff(frac) / (width[1:] + width[:-1])
        flow_a = -d_a(face_n) * density * slope * STEP
        flow_b = d_b(face_n) * density * slope * STEP
        a[:-1] -= flow_a
        a[1:] += flow_a
        b[:-1] -= flow_b
        b[1:] += flow_b
    width = a * vol_a + b
    edges = np.cumsum(width)
    shifts = edges - CELL * np.arange(1, N_CELLS + 1)
    return edges - width / 2 - HALF, a / (a + b), shifts


def darken_shift(d_a, d_b, n_left, d_guess):
    """Marker shift from the similarity solution of Darken's equations."""
    def d_int(n):
        return (1 - n) * d_a(n) + n * d_b(n)

    def rhs(s, y):
        slope = y[1] / d_int(y[0])
        return np.vstack([slope, -0.5 * s * slope])

    end = HALF / np.sqrt(anneal)
    s = np.linspace(-end, end, 401)
    guess = np.vstack([n_left / 2 * erfc(s / (2 * np.sqrt(d_guess))),
                       -n_left / 2 * np.sqrt(d_guess / np.pi)
                       * np.exp(-s**2 / (4 * d_guess))])
    sol = solve_bvp(rhs, lambda l, r: np.array([l[0] - n_left, r[0]]),
                    s, guess, tol=1e-6, max_nodes=20000)
    assert sol.success

    def mismatch(z):
        n, flux = sol.sol(z)
        return z / 2 - (d_a(n) - d_b(n)) * flux / d_int(n)

    return brentq(mismatch, -end / 2, end / 2) * np.sqrt(anneal)


CM2 = 1e8                                 # square micrometres per cm2
d_zn, d_cu, n_zn = 5e-9 * CM2, 2e-9 * CM2, 0.30
d_mid = (1 - n_zn / 2) * d_zn + n_zn / 2 * d_cu
length = np.sqrt(d_mid * anneal)


def constant(value):
    return lambda n: value


x_u, n_u, s_u = follow_lattice(constant(d_zn), constant(d_cu), n_zn, 0.0)
x_e, n_e, s_e = follow_lattice(constant(d_mid), constant(d_mid), n_zn, 0.0)
shift_sim = s_u[MID]
shift_darken = darken_shift(constant(d_zn), constant(d_cu), n_zn, d_mid)
shift_simple = -(d_zn - d_cu) * n_zn * np.sqrt(anneal / (np.pi * d_mid))
# Finite cells and the initial step limit the simulation to about a per cent.
assert abs(shift_sim / shift_darken - 1) < 0.02
assert abs(shift_simple / shift_darken - 1) < 0.03
assert np.max(np.abs(s_e)) < 1e-6
assert np.max(np.abs(n_e - n_zn / 2 * erfc(x_e / (2 * length)))) < 1e-3
profile_gap = np.max(np.abs(np.interp(x_e, x_u, n_u) - n_e))
assert profile_gap < 0.01

# Equality only at N = 1/2 in a pure A / pure B couple.
_, _, s_local = follow_lattice(lambda n: d_mid * (1.5 - n),
                               lambda n: d_mid * (0.5 + n), 1.0, 0.0)
off = int(300 / CELL)
assert abs(s_local[MID]) < 1e-3
assert s_local[MID - off] > 10 and s_local[MID + off] < -10

# ---------- sizes of the neglected effects ----------
vol_ratio = 1.2
_, _, s_vol = follow_lattice(constant(d_mid), constant(d_mid), n_zn, 0.0,
                             vol_ratio)
mismatch_rel = (vol_ratio - 1) / (1 + (vol_ratio - 1) * n_zn / 2)
vol_estimate = -mismatch_rel * n_zn * length / np.sqrt(np.pi)
assert abs(s_vol[MID] / vol_estimate - 1) < 0.05


def steep(value):
    return lambda n: value * 10 ** ((n - n_zn / 2) / n_zn)


_, _, s_steep = follow_lattice(steep(d_zn), steep(d_cu), n_zn, 0.0)
steep_darken = darken_shift(steep(d_zn), steep(d_cu), n_zn, d_mid)
# The copper side is resolved by fewer cells here, hence 3 per cent.
assert abs(s_steep[MID] / steep_darken - 1) < 0.03

sink_gap = 10.0
grid = np.linspace(-HALF, HALF, 8001)
curvature = np.max(np.abs(np.gradient(np.gradient(
    n_zn / 2 * erfc(grid / (2 * length)), grid), grid)))
supersat = (d_zn - d_cu) / d_mid * curvature * sink_gap**2
assert supersat < 0.01

t_hot, t_cool, dq = 1050.0, 950.0, 0.1
k_ev = constants.k / constants.e
ratio_cool = np.exp(dq / k_ev * (1 / t_cool - 1 / t_hot))
shift_cool = darken_shift(constant(d_mid * ratio_cool), constant(d_mid),
                          n_zn, d_mid)

reading = 5.0
d_detect = reading * np.sqrt(np.pi * d_mid / anneal) / n_zn
detect_check = darken_shift(constant(d_mid + d_detect / 2),
                            constant(d_mid - d_detect / 2), n_zn, d_mid)
assert abs(abs(detect_check) / reading - 1) < 0.05


def show(label, value, unit, digits=2):
    print(f"{label}: {round(float(value), digits) + 0.0:.{digits}f} {unit}")


print("LATTICE MODEL (8 sites, 1 vacancy, time 5 / jump rate of B)")
for name, res in (("equal rates", equal_jumps),
                  ("A 2.5 times faster", unequal_jumps)):
    for s in "ABV":
        show(f"{name}, change of {s} in left half", res[s], "per lattice", 4)
show("early A transfer, 2 vacancies / 1, vacancy jumps", vac_gain, "", 3)
show("early A transfer, 2 vacancies / 1, exchange", swap_gain, "", 3)
print("COUPLE: brass left, copper right (rough values)")
show("zinc fraction of brass", 100 * n_zn, "at.%", 0)
show("temperature", t_hot, "K", 0)
show("anneal time", anneal / constants.hour, "h", 0)
print(f"D_Zn: {d_zn / CM2:.2e} cm2/s")
print(f"D_Cu: {d_cu / CM2:.2e} cm2/s")
print(f"D_int at mid composition = D of equal couple: {d_mid / CM2:.2e} cm2/s")
show("diffusion length sqrt(D t)", length, "um", 1)
show("marker shift, unequal D, lattice simulation", shift_sim, "um")
show("marker shift, unequal D, Darken solution", shift_darken, "um")
show("marker shift, unequal D, simple formula", shift_simple, "um")
show("marker shift, equal D", s_e[MID], "um")
show("largest profile difference of the two", 100 * profile_gap, "at.%")
show("marker reading error assumed", reading, "um", 1)
print(f"smallest D difference then visible: {d_detect / CM2:.2e} cm2/s")
show("the same relative to D", 100 * d_detect / d_mid, "%", 1)
print("EQUAL D ONLY AT N = 1/2 (pure A / pure B model couple)")
show("shift of interface marker", s_local[MID], "um")
show("shift of marker started at -300 um", s_local[MID - off], "um")
show("shift of marker started at +300 um", s_local[MID + off], "um")
print("NEGLECTED EFFECTS (minus sign: towards brass)")
show("atomic volume ratio Zn/Cu assumed", vol_ratio, "", 1)
show("equal D, shift from volumes, simulation", s_vol[MID], "um")
show("equal D, shift from volumes, estimate", vol_estimate, "um")
show("unequal D, tenfold D variation, simulation", s_steep[MID], "um")
show("unequal D, tenfold D variation, Darken", steep_darken, "um")
show("sink spacing assumed", sink_gap, "um", 0)
print(f"relative vacancy supersaturation, unequal D: {supersat:.1e}")
show("activation energy difference assumed", dq, "eV", 1)
show("lower temperature", t_cool, "K", 0)
show("D_A/D_B there, if equal at the higher one", ratio_cool, "", 3)
show("marker shift there for the same D_B t", shift_cool, "um")
print("ALL CHECKS PASSED")
```

Printed output:

```
LATTICE MODEL (8 sites, 1 vacancy, time 5 / jump rate of B)
equal rates, change of A in left half: -0.4329 per lattice
equal rates, change of B in left half: 0.4329 per lattice
equal rates, change of V in left half: 0.0000 per lattice
A 2.5 times faster, change of A in left half: -0.5537 per lattice
A 2.5 times faster, change of B in left half: 0.5063 per lattice
A 2.5 times faster, change of V in left half: 0.0474 per lattice
early A transfer, 2 vacancies / 1, vacancy jumps: 1.714 
early A transfer, 2 vacancies / 1, exchange: 0.714 
COUPLE: brass left, copper right (rough values)
zinc fraction of brass: 30 at.%
temperature: 1050 K
anneal time: 100 h
D_Zn: 5.00e-09 cm2/s
D_Cu: 2.00e-09 cm2/s
D_int at mid composition = D of equal couple: 4.55e-09 cm2/s
diffusion length sqrt(D t): 404.7 um
marker shift, unequal D, lattice simulation: -45.22 um
marker shift, unequal D, Darken solution: -45.23 um
marker shift, unequal D, simple formula: -45.17 um
marker shift, equal D: 0.00 um
largest profile difference of the two: 0.27 at.%
marker reading error assumed: 5.0 um
smallest D difference then visible: 3.32e-10 cm2/s
the same relative to D: 7.3 %
EQUAL D ONLY AT N = 1/2 (pure A / pure B model couple)
shift of interface marker: 0.00 um
shift of marker started at -300 um: 58.18 um
shift of marker started at +300 um: -58.18 um
NEGLECTED EFFECTS (minus sign: towards brass)
atomic volume ratio Zn/Cu assumed: 1.2 
equal D, shift from volumes, simulation: -13.30 um
equal D, shift from volumes, estimate: -13.30 um
unequal D, tenfold D variation, simulation: -48.92 um
unequal D, tenfold D variation, Darken: -48.93 um
sink spacing assumed: 10 um
relative vacancy supersaturation, unequal D: 1.5e-05
activation energy difference assumed: 0.1 eV
lower temperature: 950 K
D_A/D_B there, if equal at the higher one: 1.123 
marker shift there for the same D_B t: -8.04 um
ALL CHECKS PASSED
```
